# Hartree-Fock energy and first-order wavefunction in Møller-Plesset theory

## Two numbers that disagree

An unrestricted Hartree-Fock (UHF) calculation on the triplet germanium atom, with four valence electrons outside a core potential, gives occupied orbital energies that add up to $-1.65641$ hartree. The UHF energy of the same four electrons is $-3.59814$ hartree. The orbital energies miss the total by $-1.94173$ hartree, more than their own sum.

The same calculation contains a second fact. The Hamiltonian couples the UHF determinant to doubly excited determinants with elements of up to $0.065$ hartree, but to all 22 spin-conserving singly excited ones with elements below $10^{-9}$ hartree.

Both facts enter Møller-Plesset perturbation theory. The missing energy is its first-order term, and the vanishing couplings, which are Brillouin's theorem, shape its first-order wavefunction.

## Conventions

Spin orbitals are orthonormal. Indices $i,j$ are occupied in the determinant $\Phi_0$, $a,b$ are empty (virtual), and $p,q,r,s$ are either. The operator $\hat p^\dagger$ creates an electron in spin orbital $p$, and $\hat p$ removes one. In atomic units,

$$\langle pq|rs\rangle=\iint \frac{\phi_p^*(1)\phi_q^*(2)\,\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\qquad \langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .$$

The antisymmetrized integral changes sign when $p,q$ are exchanged or when $r,s$ are exchanged. The Hamiltonian is

$$H=\sum_{pq}h_{pq}\,\hat p^\dagger\hat q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,\hat p^\dagger\hat q^\dagger\hat s\hat r .$$

Here $h$ holds the kinetic energy and the nuclear or core potential. In a molecule the nuclear repulsion is a constant added to $H$; it then appears in the first-order energy and changes nothing else below.

Excited determinants are $\Phi_i^a=\hat a^\dagger\hat i\,\Phi_0$ and $\Phi_{ij}^{ab}=\hat a^\dagger\hat b^\dagger\hat j\hat i\,\Phi_0$, with $i<j$ and $a<b$.

## Matrix elements with the reference

**The energy.** In $\langle\Phi_0|H|\Phi_0\rangle$ every removed electron must be put back. The one-electron part gives $\sum_i h_{ii}$. In the two-electron part, $r,s$ are two different occupied orbitals $i,j$, and there are two ways to refill them. For $p=i,\ q=j$ the operator is $\hat i^\dagger\hat j^\dagger\hat j\hat i$, whose value is $+1$. For $p=j,\ q=i$ the creators are exchanged, and the value is $-1$. Therefore

$$\tfrac14\sum_{ij}\big(\langle ij\|ij\rangle-\langle ji\|ij\rangle\big)=\tfrac12\sum_{ij}\langle ij\|ij\rangle\equiv W,$$

and

$$\langle\Phi_0|H|\Phi_0\rangle=\sum_i h_{ii}+W. \tag{1}$$

Terms with $i=j$ are zero by antisymmetry, so they may stay in the sum.

**Single excitations.** To reach $\Phi_i^a$, the one-electron part must remove $i$ and create $a$, which gives $h_{ai}$. The two-electron part removes $i$ and a spectator $j$, then creates $a$ and $j$ again. With $p=a,\ q=j,\ r=i,\ s=j$, the operator is $\hat a^\dagger\hat j^\dagger\hat j\hat i$. It produces $+\Phi_i^a$, since $\hat j^\dagger\hat j=1$ for the occupied spectator. Exchanging the creators, the annihilators or both gives three more terms. In each, the sign of the operator and that of the integral change together, so all four are equal and cancel the factor $\tfrac14$:

$$\langle\Phi_i^a|H|\Phi_0\rangle=h_{ai}+\sum_j\langle aj\|ij\rangle . \tag{2}$$

**Double excitations.** The one-electron part moves one electron and cannot contribute. The two-electron part removes $i,j$ and creates $a,b$, again in four equal orderings:

$$\langle\Phi_{ij}^{ab}|H|\Phi_0\rangle=\langle ab\|ij\rangle . \tag{3}$$

**Higher excitations.** A triple excitation needs three occupied orbitals emptied, and $H$ removes at most two electrons. The element is zero for triples and all higher ranks, whatever the orbitals.

## Brillouin's theorem

Define the Fock matrix of $\Phi_0$ by

$$f_{pq}=h_{pq}+\sum_j\langle pj\|qj\rangle . \tag{4}$$

Equation (2) then reads $\langle\Phi_i^a|H|\Phi_0\rangle=f_{ai}$. This holds for any determinant.

The Hartree-Fock condition is that the energy is stationary when the orbitals change. Replace one occupied orbital $\phi_i$ by $\phi_i+\eta\phi_a$, with $\eta$ small. A determinant is linear in each of its orbitals, so it becomes $\Phi_0+\eta\Phi_i^a$, with squared norm $1+|\eta|^2$. Its energy is

$$E(\eta)=\frac{\langle\Phi_0|H|\Phi_0\rangle+2\,\mathrm{Re}\big(\eta\langle\Phi_0|H|\Phi_i^a\rangle\big)+O(|\eta|^2)}{1+|\eta|^2}.$$

The denominator affects only second order. With $\langle\Phi_0|H|\Phi_i^a\rangle=f_{ai}^*=f_{ia}$, the first-order change is $2\,\mathrm{Re}(\eta f_{ia})$. It must vanish for real and for imaginary $\eta$, hence

$$f_{ai}=\langle\Phi_i^a|H|\Phi_0\rangle=0 . \tag{5}$$

For real orbitals $f_{ia}$ is real, and real $\eta$ suffices. The energy need not be a minimum; a stationary point is enough.

UHF varies orbitals of each spin separately, which gives (5) for excitations that keep the spin. For those that flip it, $f_{ai}$ vanishes anyway: $h$ and the Coulomb term require equal spins of $a$ and $i$, and the exchange term requires both to equal the spin of $j$.

In closed-shell restricted Hartree-Fock, both spins share a spatial orbital and vary together. The condition is $f^\alpha_{ai}+f^\beta_{ai}=0$. The two Fock matrices are equal there, so each element vanishes and (5) still holds.

## The Møller-Plesset partition

Take the Fock operator of all electrons as the zeroth-order Hamiltonian:

$$F=\sum_{pq}f_{pq}\,\hat p^\dagger\hat q,\qquad V=H-F,\qquad H(\lambda)=F+\lambda V .$$

The physical system has $\lambda=1$. Perturbation theory needs $\Phi_0$ to be an eigenfunction of $F$. Acting on $\Phi_0$, the term $\hat p^\dagger\hat q$ must remove an occupied orbital. It can put the electron back or move it to a virtual orbital; another occupied orbital is already full. So

$$F\Phi_0=\Big(\sum_i f_{ii}\Big)\Phi_0+\sum_{ia}f_{ai}\,\Phi_i^a . \tag{6}$$

By Brillouin's theorem the last sum vanishes, and $\Phi_0$ is an eigenfunction.

Since $f$ does not mix occupied with virtual orbitals, each block can be diagonalized separately. The resulting canonical orbitals have $f_{pq}=\varepsilon_p\delta_{pq}$. Then $F=\sum_p\varepsilon_p\,\hat p^\dagger\hat p$, and every determinant is an eigenfunction whose eigenvalue is the sum of its occupied orbital energies.

Assume that $\Phi_0$ is nondegenerate: no other determinant in the space considered has the same eigenvalue of $F$. Insert $\Psi=\Phi_0+\lambda\Psi^{(1)}+\lambda^2\Psi^{(2)}+\dots$ and $E=E^{(0)}+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots$ into $H(\lambda)\Psi=E\Psi$, with $\langle\Phi_0|\Psi^{(n)}\rangle=0$ for $n\ge1$. The first two orders are

$$F\Phi_0=E^{(0)}\Phi_0,\qquad (F-E^{(0)})\Psi^{(1)}=-(V-E^{(1)})\Phi_0 . \tag{7}$$

Project the second equation on $\Phi_0$. The left side vanishes because $F$ is Hermitian and $F\Phi_0=E^{(0)}\Phi_0$. What remains is $E^{(1)}=\langle\Phi_0|V|\Phi_0\rangle$.

## Zeroth plus first order

The sum follows at once:

$$E^{(0)}+E^{(1)}=\langle\Phi_0|F|\Phi_0\rangle+\langle\Phi_0|H-F|\Phi_0\rangle=\langle\Phi_0|H|\Phi_0\rangle=E_{\rm HF}. \tag{8}$$

The separate terms show what is being corrected. From (4), $\varepsilon_i=h_{ii}+\sum_j\langle ij\|ij\rangle$, so

$$E^{(0)}=\sum_i\varepsilon_i=\sum_i h_{ii}+\sum_{ij}\langle ij\|ij\rangle=\sum_i h_{ii}+2W .$$

Each orbital energy contains the full interaction of its electron with all the others. Adding the orbital energies counts the pair $i,j$ once in $\varepsilon_i$ and again in $\varepsilon_j$. With (1),

$$E^{(1)}=\Big(\sum_i h_{ii}+W\Big)-\Big(\sum_i h_{ii}+2W\Big)=-W .$$

First order removes the second count. For germanium, $\sum_i h_{ii}=-5.53988$ and $W=1.94173$ hartree, so

$$E^{(0)}=-5.53988+2(1.94173)=-1.65642,$$

$$E^{(0)}+E^{(1)}=-1.65642-1.94173=-3.59815\ \text{hartree}.$$

The unrounded values are $-1.65641$ and $-3.59814$ hartree, the two numbers of the opening. The total is $-97.910$ eV.

Correlation energy, measured from $E_{\rm HF}$, therefore starts at second order. The large $E^{(1)}$ does not signal a strong perturbation of the wavefunction: adding a constant to $V$ shifts $E^{(1)}$ by the same constant and leaves $V-E^{(1)}$, the source in (7), unchanged.

## The first-order wavefunction

Expand $\Psi^{(1)}=\sum_\mu c_\mu\Phi_\mu$ over all excited determinants, with $F\Phi_\mu=E_\mu\Phi_\mu$. Project (7) on $\Phi_\mu$. The $E^{(1)}$ term drops out because $\langle\Phi_\mu|\Phi_0\rangle=0$, leaving

$$(E_\mu-E^{(0)})\,c_\mu=-\langle\Phi_\mu|V|\Phi_0\rangle=-\langle\Phi_\mu|H|\Phi_0\rangle+\langle\Phi_\mu|F|\Phi_0\rangle .$$

The last term is zero, since $\Phi_0$ is an eigenfunction of $F$. The source is then the coupling through $H$:

- Singles: zero, by Brillouin's theorem (5).
- Doubles: $\langle ab\|ij\rangle$, by (3).
- Triples and higher: zero, because $H$ moves at most two electrons.

By the nondegeneracy assumption $E_\mu-E^{(0)}\neq0$, so a zero source means $c_\mu=0$. For a double, $E_\mu-E^{(0)}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Moving the minus sign into the denominator gives

$$\Psi^{(1)}=\sum_{i<j}\sum_{a<b}t_{ij}^{ab}\,\Phi_{ij}^{ab},\qquad t_{ij}^{ab}=\frac{\langle ab\|ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{9}$$

Brillouin's theorem thus excludes one rank, the singles. The two-body form of the interaction excludes the ranks above doubles.

Canonical orbitals are a convenience. A unitary rotation among occupied orbitals changes $\Phi_0$ by a phase at most, and one among virtual orbitals leaves it alone; $F$ is unchanged in both cases. Such rotations do not mix excitation ranks, so $\Psi^{(1)}$ still consists of doubles. The simple denominators in (9) are lost, because $F$ then couples different doubles.

If a denominator tends to zero while its integral stays finite, the amplitude grows without limit. The expansion about one determinant then fails, and the nearly degenerate determinants must be treated together.

## Germanium: one amplitude and the second-order energy

The example uses the LANL2DZ basis and core potential, with 8 spatial orbitals. Three $\alpha$ electrons and one $\beta$ electron give 448 determinants: the reference, 22 singles, 135 doubles, 220 triples and 70 quadruples. The numerical check solves (7) in this whole space without presuming which ranks occur.

The doubles part of $\Psi^{(1)}$ has norm $0.087$. The other ranks have norms of about $10^{-11}$ or less, the size of numerical residue.

The largest opposite-spin amplitude moves electrons from $\varepsilon_i=-0.62091$ ($\alpha$) and $\varepsilon_j=-0.46668$ ($\beta$) to $\varepsilon_a=-0.00817$ ($\alpha$) and $\varepsilon_b=0.02845$ ($\beta$) hartree. The denominator is

$$-0.62091-0.46668+0.00817-0.02845=-1.10787\ \text{hartree},$$

or $-1.10786$ before rounding of the inputs. The integral has magnitude $0.06525$ hartree, so

$$|t|=0.06525/1.10786=0.0589 .$$

Its sign depends on the arbitrary signs of the orbitals.

The second-order equation is

$$(F-E^{(0)})\Psi^{(2)}=-(V-E^{(1)})\Psi^{(1)}+E^{(2)}\Phi_0 .$$

Projected on $\Phi_0$, its left side vanishes as before, and $\langle\Phi_0|\Psi^{(1)}\rangle=0$ removes $E^{(1)}$. Hence

$$E^{(2)}=\langle\Phi_0|V|\Psi^{(1)}\rangle=\sum_{i<j}\sum_{a<b}\frac{|\langle ab\|ij\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}. \tag{10}$$

The double above contributes $-(0.06525)^2/1.10786=-0.00384$ hartree. All doubles together give $E^{(2)}=-0.01072$ hartree, or $-0.292$ eV.

Full configuration interaction in the same valence space lies $0.01758$ hartree below UHF, so second order recovers $0.01072/0.01758=61\%$ of that difference. This reference still leaves out core correlation and spin-orbit coupling, and the numbers belong to this small basis, which has no d functions. With the same core potential, one added d shell (exponent $0.246$) changes $E^{(2)}$ to $-0.040$ hartree and the norm of $\Psi^{(1)}$ to $0.16$. An uncontracted 6s6p3d2f set gives $-0.056$ hartree and $0.19$, and there the UHF energy, the orbital sum and $W$ shift by $-0.007$, $-0.019$ and $-0.011$ hartree. Measured against CCSD(T), the share recovered at second order is about $70\%$ and $77\%$ in these two bases.

## Where the other ranks return

The absence of singles is a first-order result. In the equation for $\Psi^{(2)}$ the source contains $V\Psi^{(1)}$, and $V$ acting on a double can change its rank by up to two in either direction. Lowering by two returns to $\Phi_0$ and gives $E^{(2)}$; the other cases lead to ranks one to four. Singles, triples and quadruples can therefore appear. In germanium their norms in $\Psi^{(2)}$ are $0.0054$, $0.0021$ and $0.0016$, beside $0.0359$ for the doubles. These sizes depend on the basis: with one added d shell they become $0.011$, $0.012$ and $0.0065$, beside $0.054$.

## When Brillouin's condition fails

For any determinant, with $F$ built from it, (2), (4) and (6) give

$$\langle\Phi_i^a|V|\Phi_0\rangle=f_{ai}-f_{ai}=0 .$$

It may seem that singles are absent even without the Hartree-Fock condition. They are not: if some $f_{ai}\neq0$, (6) shows that $\Phi_0$ is not an eigenfunction of $F$, and the expansion (7) has no valid starting point.

A restricted open-shell (ROHF) determinant is such a case. Its doubly occupied orbitals are shared by both spins, so for a move into an empty orbital stationarity demands $f^\alpha_{ai}+f^\beta_{ai}=0$. With unequal numbers of $\alpha$ and $\beta$ electrons the exchange terms generally differ, and the separate elements need not vanish. For germanium the largest $|f_{ai}|$ is $0.0034$ hartree.

A valid zeroth-order operator $H_0$ results from dropping the occupied-virtual block of $F$. Diagonalize the two remaining blocks and call their eigenvalues $\varepsilon_p$. Now $\Phi_0$ is an eigenfunction of $H_0$, and the dropped block belongs to $V=H-H_0$. The argument of (8) holds with $H_0$ in place of $F$, so $E^{(0)}+E^{(1)}$ is still the energy of the determinant, here $-3.59814$ hartree. The singles, however, have source $f_{ai}$:

$$(\varepsilon_a-\varepsilon_i)\,c_i^a=-f_{ai}\quad\Longrightarrow\quad c_i^a=\frac{f_{ai}}{\varepsilon_i-\varepsilon_a}.$$

They add $\sum_{ia}|f_{ai}|^2/(\varepsilon_i-\varepsilon_a)$ to $E^{(2)}$. In germanium the singles have norm $2.8\times10^{-4}$ and contribute $-1.4\times10^{-6}$ hartree. The contribution equals $\sum_{ia}|c_i^a|^2(\varepsilon_i-\varepsilon_a)$, so its ratio to the squared norm, $1.36\times10^{-6}/(2.85\times10^{-4})^2\approx17$ hartree, is the weighted mean denominator: the singles here reach a very high-lying virtual orbital of this basis, and their small size need not carry over to another basis. Small or not, the effect separates the two results: the energy sum needs an $H_0$ that has the determinant as an eigenfunction, whereas a first-order wavefunction made of doubles also needs $f_{ai}=0$ for every spin orbital pair.

## Values computed for the example and the checks

```
Ge atom, triplet UHF, LANL2DZ basis and core potential
Core electrons replaced: 28 (count)
Alpha, beta valence electrons: 3, 1 (count)
Spatial orbitals: 8 (count)
Determinants: 448 (count)
S, D, T, Q determinants: 22 135 220 70 (count)
Occupied alpha energies: -0.620906 -0.284413 -0.284413 hartree
Occupied beta energy: -0.466677 hartree
One-electron energy: -5.53987582 hartree
Pair repulsion W: 1.94173279 hartree
E(0): -1.65641025 hartree
E(1): -1.94173279 hartree
E(0)+E(1): -3.59814303 hartree
UHF energy from SCF: -3.59814303 hartree
UHF energy: -97.91046 eV
E(1) from eigenvalue derivative: -1.94173279 hartree
Largest |<S|H|Phi0>|: 2.175e-10 hartree
Largest |<D|H|Phi0>|: 6.525e-02 hartree
Largest |<T|H|Phi0>|: 0.000e+00 hartree
Largest |<Q|H|Phi0>|: 0.000e+00 hartree
Norm of S part of Psi(1): 9.060e-12 (dimensionless)
Norm of D part of Psi(1): 8.705e-02 (dimensionless)
Norm of T part of Psi(1): 1.224e-11 (dimensionless)
Norm of Q part of Psi(1): 1.378e-21 (dimensionless)
Norm of S part of Psi(2): 5.351e-03 (dimensionless)
Norm of D part of Psi(2): 3.588e-02 (dimensionless)
Norm of T part of Psi(2): 2.090e-03 (dimensionless)
Norm of Q part of Psi(2): 1.551e-03 (dimensionless)
Largest opposite-spin double:
  Absolute amplitude: 0.058900 (dimensionless)
  Absolute integral: 0.065253 hartree
  Energy denominator: -1.107856 hartree
  e_i, e_j, e_a, e_b: -0.620906 -0.466677 -0.008174 0.028447 hartree
E(2), same spin: -0.00061244 hartree
E(2), opposite spin: -0.01010620 hartree
E(2), total: -0.01071864 hartree
E(2), total: -0.29167 eV
E(2) from eigenvalue derivative: -0.01071864 hartree
UHF+E(2) energy: -3.60886167 hartree
Full valence CI energy in this basis: -3.61572443 hartree
Full valence CI minus UHF: -0.01758140 hartree
Restricted open-shell comparison:
  ROHF energy: -3.59814163 hartree
  E(0)+E(1): -3.59814163 hartree
  Largest |f_ai|: 0.00337902 hartree
  Norm of S part of Psi(1): 0.00028485 (dimensionless)
  Singles contribution to E(2): -0.00000136 hartree
```
